# Does low surface recombination velocity prove few dangling bonds on silicon?

**The argument under review.** An imagined manuscript compares two n-type silicon wafers after different wet cleaning sequences. Wafer A has a surface recombination velocity of about 9 cm/s. Wafer B, which carries a 50 nm oxide, has about 0.4 cm/s. The manuscript reasons as follows: surface recombination needs dangling bonds; its rate is proportional to their number; therefore wafer B has about 25 times fewer dangling bonds, and its cleaning sequence terminates silicon better.

The first statement ignores other kinds of surface defect, but it can be granted here. The second holds if everything except the number of defects is held fixed. The conclusion does not follow, because the surface charge was not held fixed. The question to settle is how far charge alone can change the recombination velocity when the defects stay as they are.

**Recombination at one defect level**

Take $N$ defects per unit area, each with one level that is empty or filled. Let $f$ be the filled fraction, $v$ the thermal velocity, $\sigma_n,\sigma_p$ the capture cross sections, and $n_s,p_s$ the electron and hole densities at the surface. Let $n_1,p_1$ be the carrier densities that would exist if the Fermi level lay at the defect level, so that $n_1p_1=n_i^2$. Carriers obey Boltzmann statistics and level degeneracy is ignored. Detailed balance fixes the emission rates, and the net capture rates per unit area are

$$U_n=Nv\sigma_n[n_s(1-f)-n_1f],\qquad U_p=Nv\sigma_p[p_sf-p_1(1-f)].$$

In the steady state $f$ is constant, so $U_n=U_p=U$. Collecting the terms in $f$ gives

$$f=\frac{\sigma_nn_s+\sigma_pp_1}{D},\qquad 1-f=\frac{\sigma_nn_1+\sigma_pp_s}{D},$$

with $D=\sigma_n(n_s+n_1)+\sigma_p(p_s+p_1)$. Substitution into $U_n$ gives

$$n_s(1-f)-n_1f=\frac{n_s(\sigma_nn_1+\sigma_pp_s)-n_1(\sigma_nn_s+\sigma_pp_1)}{D}=\frac{\sigma_p(n_sp_s-n_i^2)}{D}.$$

The terms in $\sigma_nn_sn_1$ have cancelled. Dividing numerator and denominator by $\sigma_n\sigma_p$ yields the Shockley-Read-Hall rate

$$U=\frac{Nv\,(n_sp_s-n_i^2)}{(n_s+n_1)/\sigma_p+(p_s+p_1)/\sigma_n}.\tag{1}$$

**Where the charge enters**

Surface charge bends the bands in a thin space-charge layer. The recombination velocity is defined by $S=U/\Delta p$, where $\Delta p$ is the excess density at the inner edge of that layer. The silicon there is neutral, so electrons and holes have the same excess:

$$n_d=n_0+\Delta p,\qquad p_d=p_0+\Delta p,$$

where $n_0,p_0$ are the equilibrium densities. Let $\psi_s$ be the surface potential relative to this edge and $u=q\psi_s/kT$. Positive $u$ attracts electrons. If the quasi-Fermi levels are flat across the layer, an assumption examined below, then

$$n_s=n_de^u,\qquad p_s=p_de^{-u}.$$

The product $n_sp_s=n_dp_d$ does not depend on $u$. Moreover, since $n_0p_0=n_i^2$,

$$n_dp_d-n_i^2=\Delta p\,(n_0+p_0+\Delta p).$$

Equation (1) therefore becomes

$$S=\frac{Nv\,(n_0+p_0+\Delta p)}{(n_de^u+n_1)/\sigma_p+(p_de^{-u}+p_1)/\sigma_n}.\tag{2}$$

At fixed injection the numerator is independent of band bending. Charge acts through the denominator, which becomes large when either carrier crowds the surface.

The derivative of the denominator is $n_de^u/\sigma_p-p_de^{-u}/\sigma_n$, and its second derivative is positive. It thus has a single minimum, where $\sigma_nn_s=\sigma_pp_s$, or

$$u^*=\tfrac12\ln\frac{\sigma_pp_d}{\sigma_nn_d}.$$

There the two carrier terms both equal $\sqrt{n_dp_d/\sigma_n\sigma_p}$, and $S$ has its single maximum,

$$S_{\max}=\frac{Nv\,(n_0+p_0+\Delta p)}{2\sqrt{n_dp_d/(\sigma_n\sigma_p)}+n_1/\sigma_p+p_1/\sigma_n}.\tag{3}$$

On n-type silicon at low injection with similar cross sections, $u^*$ is negative. A small negative charge then increases recombination, while a large charge of either sign reduces it.

**From band bending to charge**

Let $Q$ be the net charge per unit area outside the silicon, including charge held in the defects, and let the silicon supply the whole balancing charge. Inside the layer let $w(z)=q\psi(z)/kT$, with depth $z$ measured from the surface. Neutrality in the interior makes the donor density equal to $n_d-p_d$, so Poisson's equation reads

$$\psi''=\frac q\varepsilon\left[n_d(e^w-1)-p_d(e^{-w}-1)\right].$$

Multiply by $\psi'$ and integrate from the interior, where $\psi$ and $\psi'$ vanish, to the surface. Because $d\psi=(kT/q)\,dw$,

$$\tfrac12\psi'(0)^2=\frac{kT}{\varepsilon}\left[n_d(e^u-1-u)+p_d(e^{-u}-1+u)\right].$$

Gauss's law gives $Q=-\varepsilon\psi'(0)$, hence

$$Q^2=2\varepsilon kT\left[n_d(e^u-1-u)+p_d(e^{-u}-1+u)\right],\tag{4}$$

with $Q$ having the sign of $u$. For large positive $Q$ the exponential electron term dominates, so $n_s\simeq Q^2/(2\varepsilon kT)$. The same term dominates the denominator of (2), provided also $n_s\gg n_1$ and $n_s/\sigma_p\gg p_1/\sigma_n$. Then

$$S\simeq Nv\sigma_p\,(n_0+p_0+\Delta p)\,\frac{2\varepsilon kT}{Q^2}.\tag{5}$$

For large negative $Q$, holes crowd the surface and $\sigma_n$ replaces $\sigma_p$, under the corresponding conditions on $p_1$ and $n_1$. The defects are still present and can still capture. With positive charge they are filled with electrons and wait for holes that the surface potential repels.

Equation (5) is the central objection to the manuscript: a single value of $S$ determines $N/Q^2$ at best, and not $N$.

**The two wafers, worked out**

The following parameters reproduce the manuscript's two values with the opposite ordering of defect densities. Take 300 K, donor density $10^{15}$ cm⁻³, $\Delta p=10^{14}$ cm⁻³, $n_i=10^{10}$ cm⁻³, $v=10^7$ cm/s, a midgap level with $\sigma_n=\sigma_p=10^{-15}$ cm², and relative permittivity 11.7 for silicon. Wafer A has $N=10^9$ cm⁻² and flat bands. Wafer B has $N=10^{11}$ cm⁻², about one defect per 7000 surface atoms of Si(100), and a net charge of $+10^{12}$ elementary charges per cm².

At flat band the denominator of (2) is proportional to $n_d+p_d=1.2\times10^{15}$ cm⁻³, the terms $n_1,p_1$ being negligible. For wafer A, $Nv\sigma=10$ cm/s and

$$S_A=10\times\frac{1.1\times10^{15}}{1.2\times10^{15}}=9.2\ \text{cm/s}.$$

Wafer B at flat band would have 100 times this value, 917 cm/s. With its charge in place, numerical solution of (4) gives $u=7.91$, a surface potential of 0.205 V, and $n_s=3.0\times10^{18}$ cm⁻³. Therefore

$$S_B=1000\times\frac{1.1\times10^{15}}{3.0\times10^{18}}=0.37\ \text{cm/s}.$$

At unchanged defect density the charge has suppressed recombination by a factor of 2500. The surface hole density has fallen from $10^{14}$ to $3.7\times10^{10}$ cm⁻³. Wafer B has 100 times more defects than wafer A and a recombination velocity 25 times lower.

The opposite net charge, $-10^{12}$ cm⁻², also gives 0.37 cm/s, because the cross sections were chosen equal. Between these extremes lies the maximum: $u^*=-1.2$, reached at a net charge of only $-1.5\times10^{10}$ cm⁻², where $S_{\max}=1660$ cm/s. A net charge of $+1.95\times10^{11}$ cm⁻² would make wafer B indistinguishable from wafer A in $S$ at this injection level.

**What a single value does establish**

Since $S\le S_{\max}$ and $S_{\max}$ is proportional to $N$, a measured $S$ gives a lower bound on $N$ if the level, cross sections, doping and injection are known. For wafer B the bound is

$$N\ge\frac{0.367}{1660}\times10^{11}=2.2\times10^7\ \text{cm}^{-2}.$$

This is a bound, not an estimate; the wafer has $10^{11}$ cm⁻². A high $S$ can thus show that many defects are present, while a low $S$ cannot show that few are. An upper bound requires a separate limit on the charge. If the net charge were known to lie between $-10^{12}$ and $+10^{12}$ cm⁻², the single maximum of $S$ would place its smallest value at one end of that range, and 0.37 cm/s would imply at most about $10^{11}$ cm⁻² in this model.

The injection dependence offers a hint. At flat band, wafer B has $S=990$, 917 and 667 cm/s for $\Delta p=10^{13}$, $10^{14}$ and $10^{15}$ cm⁻³. At fixed net charge of $+10^{12}$ cm⁻² it has 0.34, 0.37 and 0.67 cm/s. The first sequence falls because added holes enlarge $n_d+p_d$ faster than the numerator. The second rises as $n_0+p_0+\Delta p$, as (5) requires, because the charge fixes $n_s$. A rising trend would be consistent with suppression by charge, but it would not prove it: other recombination processes, or defects at flat band with a level far from midgap, could also produce one.

**A dangling bond has three charge states**

The manuscript could object that a dangling bond may be positive, neutral or negative. Let the fractions be $f_+,f_0,f_-$. Only neighbouring states exchange carriers, so in the steady state each of the two transitions is separately balanced. Each pair then behaves like one level of the kind treated above, weighted by the fraction of defects in that pair:

$$U=(f_++f_0)\,U_{+/0}+(f_0+f_-)\,U_{0/-},$$

where each $U$ on the right is (1) with the level and cross sections of that transition. Under strong positive charge $f_-\to1$, and (5) returns with $\sigma_p$ equal to the cross section of the negative state for holes. The inverse-square law survives and the prefactor changes.

As an illustration, put the levels 0.3 eV below and above midgap, with capture cross sections of $10^{-15}$ cm² for the neutral state and $10^{-14}$ cm² for a charged state attracting the opposite carrier. Solving the occupations numerically gives 40 cm/s for wafer A at flat band, and 4000 cm/s for wafer B at flat band but 3.7 cm/s with its net charge. The last value is ten times the single-level result, as the larger cross section requires. The wafer with more defects still has the lower $S$.

This model also shows why net charge and film charge must be distinguished. Nearly all defects on charged wafer B are negative, so the film must hold $1.1\times10^{12}$ cm⁻² to leave a net $10^{12}$ cm⁻². If the film holds no charge, the defects themselves bend the bands to $u=-0.78$, and $S$ is 4300 cm/s.

**How far the estimate can be trusted**

The parameters are round values chosen for illustration. Real interfaces have a distribution of levels, and cross sections are uncertain by an order of magnitude or more, which shifts $S$ in proportion in the limit (5).

One large correction to the carrier distribution is quantum confinement. The silicon surface field is 0.155 MV/cm. A triangular well with this field and the longitudinal electron mass, $0.916\,m_e$, has its lowest level at 50 meV, about twice $kT$, so the classical electron profile near the interface is unreliable. Integrating Poisson's equation by parts gives $\psi_s=-(1/\varepsilon)\int z\rho\,dz$, where $\rho$ is the charge density in the silicon: moving the same electron charge deeper increases the band bending. A shift of 1 nm, taken as an illustration, adds 15.5 mV and multiplies the surface hole density, and hence $S$, by 0.55. This understates the effect. On Si(100) only two of the six valleys have the longitudinal mass normal to the surface; the other four have $0.19\,m_e$ and extend deeper. A self-consistent Schrödinger-Poisson solution with both sets of valleys, a hard wall at the interface and Boltzmann occupation puts the lowest levels at 47 and 73 meV and adds 26 mV of band bending, equivalent to a shift of 1.7 nm and a factor of 0.36 on $S$. The confinement of holes is not included. Band-gap narrowing in the electron layer is not included either, and it acts in the opposite direction: a rough Debye-screening estimate gives 25 to 40 meV at $1$ to $3\times10^{18}$ cm⁻³, which would raise $S$ by a factor of a few. Neither correction changes the ranking of the two wafers. Replacing Boltzmann by Fermi statistics for the electrons in (4), with a rough band density of states of $2.9\times10^{19}$ cm⁻³, multiplies $S$ by 0.98.

Flat quasi-Fermi levels require little loss of $pe^w$ as holes cross the layer. Their flux towards the surface is $D_pe^{-w}\,d(pe^w)/dz$, and setting it equal to $S\Delta p$ gives a relative loss of

$$\frac{S\Delta p}{D_pp_d}\int e^w\,dz.$$

The integral grows logarithmically as the inner edge of the layer is moved to smaller $|w|$; here that edge is placed at $|w|=10^{-5}$. The choice matters little for charged wafer B, but at the maximum of $S$ an edge at $|w|=10^{-2}$ would give a loss about a third as large. With $D_p=12$ cm²/s and the numerically integrated potential, the loss is $3\times10^{-5}$ for charged wafer B and 2% at the maximum of $S$. The corresponding loss for electrons, with $e^{-w}$ in the integral and $D_nn_d$ in the denominator, is smaller in both cases, because $n_d=11p_d$ and electrons diffuse faster. Auger recombination in the electron layer, with a rough coefficient $C=3\times10^{-31}$ cm⁶/s, adds $C(n_0+p_0+\Delta p)Q/q=3\times10^{-4}$ cm/s, which is also negligible here.

If a film charge of $10^{12}$ cm⁻² sits on the outer face of the oxide, the oxide field is about 0.46 MV/cm, well below the roughly 10 MV/cm at which good thermal oxide breaks down. Randomly placed charges at height $d$ above a conducting plane, with one permittivity throughout, produce a relative rms fluctuation of $1/\sqrt{8\pi(Q/q)d^2}$ in the induced charge. For 50 nm this is 4%, and averaging $1/Q^2$ to second order raises the mean $S$ by 0.5%. With air above the oxide the two figures become about 6% and 1%. Charge close to the interface, including that of the defects, is not smoothed in this way and could matter more.

**Revision requested**

The claim about termination should be withdrawn or supported by a measurement in which charge is controlled. One suitable experiment deposits charge on an insulating film in steps and follows $S$ through its maximum at fixed injection. Both wafers need a film that holds the charge; if wafer A has none, adding one could change the defects to be counted. A single level gives one maximum, but a dangling bond with three charge states can give two. In the illustration above, raising the charged-state cross sections to $10^{-13}$ cm² puts them at $u=-3.5$ and $u=1.1$, so the steps should cover a wide range of charge. If the charge is laterally uniform, comparing the heights of maxima removes the unknown $Q$. Variations of the net charge comparable with $10^{10}$ cm⁻², over distances longer than the thickness of the space-charge layer, would lower and broaden the measured maximum. What follows assumes that they are smaller, which is a demanding condition. If a film charge of $10^{12}$ cm⁻² is placed at random, its average over a disc of radius 118 nm, the screening length in the silicon interior, varies by about $5\times10^{10}$ cm⁻² rms. That is the variation in the film. For charge on the outer face of the 50 nm oxide, linear screening gives an rms fluctuation of about 1.7 in $u$, equivalent to a uniform change of about $2.4\times10^{10}$ cm⁻²; charge a few nanometres from the interface is felt at about the full figure. In either case the measured maximum would be too low. For a single level near midgap and sufficiently uniform charge, (3) gives the product $N\sqrt{\sigma_n\sigma_p}$. The ratio of two such maxima is the ratio of defect densities if both wafers have the same doping, injection, defect levels and cross sections, and if depositing the charge creates no new defects. In the single-level model, wafer B would then show a maximum 100 times that of wafer A, reversing the manuscript's ranking.

All numerical values are calculated from the stated model.
